# Brooks-Herring impurity scattering and the temperature dependence of the mobility

A doped semiconductor gets its carriers from impurities, and each impurity that gives up a carrier stays behind as a charged ion. A carrier drifting in an electric field is deflected by these ions and loses forward momentum. When the carrier wavelength is short compared with the range of the ion's potential, fast carriers are deflected less than slow ones, so in that regime this part of the resistance should fall on heating. How fast does it fall, and is the mobility really proportional to $T^{3/2}$?

## 1. One carrier energy and bare ions

Take an isotropic parabolic band, $E=\hbar^2k^2/2m$, and fixed ions of charge $Ze$ and density $N$ in a medium of static permittivity $\varepsilon$ (SI units, $\varepsilon$ including the vacuum factor). The carriers have charge $\pm e$. An ion is much heavier than a carrier, so collisions are treated as elastic: $|\mathbf k'|=|\mathbf k|$. A deflection by the angle $\alpha$ keeps the fraction $\cos\alpha$ of the forward momentum, on average over the azimuth, and loses $1-\cos\alpha$.

In the Born approximation the carrier states are plane waves in a volume $\Omega$. With $\mathbf q=\mathbf k'-\mathbf k$ and $V(q)$ the Fourier transform of one ion's potential energy, the matrix element for ions at $\mathbf R_j$ is $\Omega^{-1}V(q)\sum_j e^{-i\mathbf q\cdot\mathbf R_j}$. Its square contains

$$\Big|\sum_j e^{-i\mathbf q\cdot\mathbf R_j}\Big|^2=N\Omega+\sum_{i\ne j}e^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)} .$$

For independent, uniformly distributed positions the last sum averages to zero when $\mathbf q\neq0$. The ions then scatter independently, and the golden rule gives

$$W_{\mathbf k\mathbf k'}=\frac{2\pi}{\hbar}\frac{N}{\Omega}|V(q)|^2\,\delta(E'-E).$$

The rate of momentum loss is $1/\tau=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(1-\cos\alpha)$. Spin is conserved, so $\sum_{\mathbf k'}\to\Omega\int d^3k'/(2\pi)^3$ without a factor 2. The radial integral is

$$\int k'^2\,\delta(E'-E)\,dk'=\frac{k^2}{\hbar^2k/m}=\frac{mk}{\hbar^2}.$$

The azimuth gives $2\pi$. With $x=1-\cos\alpha$,

$$\frac1\tau=\frac{2\pi N}{\hbar}\,\frac{2\pi}{(2\pi)^3}\,\frac{mk}{\hbar^2}\int_0^2x|V|^2dx=\frac{Nmk}{2\pi\hbar^3}\int_0^2x\,|V(q)|^2\,dx,\tag{1}$$

where $q^2=2k^2-2k^2\cos\alpha=2k^2x$.

For a bare ion, Poisson's equation $-\varepsilon\nabla^2\phi=Ze\,\delta(\mathbf r)$ becomes $\varepsilon q^2\phi_q=Ze$, so $|V|=Ze^2/\varepsilon q^2$. The integrand in (1) is then proportional to $x\cdot x^{-2}=1/x$, and the integral diverges logarithmically at $x\to0$. Distant passages deflect weakly, but there are too many of them. Something must cut off the potential at large distance.

## 2. Screening by the carriers

The carriers themselves provide the cutoff. Let $n(\zeta)$ be their density at chemical potential $\zeta$. In a slowly varying potential $\phi$, a carrier of charge $\pm e$ has potential energy $\pm e\phi$, and the local density is $n(\zeta\mp e\phi)$. To first order the density changes by $\mp e\phi\,\partial n/\partial\zeta$. Multiplication by $\pm e$ gives the induced charge density $-e^2\phi\,\partial n/\partial\zeta$ for either carrier sign. Hence

$$-\varepsilon\nabla^2\phi=Ze\,\delta(\mathbf r)-e^2\frac{\partial n}{\partial\zeta}\phi
\quad\Rightarrow\quad
(q^2+q_s^2)\phi_q=\frac{Ze}{\varepsilon},\qquad q_s^2=\frac{e^2}{\varepsilon}\frac{\partial n}{\partial\zeta}.$$

Therefore

$$|V(q)|=\frac{Ze^2}{\varepsilon(q^2+q_s^2)} ,$$

which is the transform of a potential energy of magnitude $Ze^2e^{-q_sr}/(4\pi\varepsilon r)$. Indeed, for $r>0$ this function obeys $(r\phi)''=q_s^2\,r\phi$, and near $r=0$ it is the Coulomb potential of the ion.

For nondegenerate carriers $n\propto e^{\zeta/k_BT}$, so $\partial n/\partial\zeta=n/k_BT$ and

$$q_s^2=\frac{ne^2}{\varepsilon k_BT}.\tag{2}$$

Linear response requires $|e\phi|\ll k_BT$. This fails close to the ion, where the model nevertheless keeps the linear result. The local density also assumes a potential that varies slowly over a thermal wavelength, so a constant $q_s$ is strictly a small-$q$ result. The model keeps it at all $q$; for $q\gg q_s$ this matters little, because $q^2$ then dominates the denominator.

## 3. The momentum relaxation rate

Insert the screened potential in (1) and put $y=2k^2x/q_s^2$. Then $q^2+q_s^2=q_s^2(1+y)$ and $x\,dx=(q_s^4/4k^4)\,y\,dy$. The upper limit $x=2$ becomes $b=4k^2/q_s^2$, and

$$\int_0^2\frac{x\,dx}{(2k^2x+q_s^2)^2}=\frac1{4k^4}\int_0^b\frac{y\,dy}{(1+y)^2}.$$

Since $y/(1+y)^2=1/(1+y)-1/(1+y)^2$, the last integral is

$$F(b)=\ln(1+b)-\Big(1-\frac1{1+b}\Big)=\ln(1+b)-\frac{b}{1+b}.$$

Equation (1) becomes $\dfrac{Nmk}{2\pi\hbar^3}\dfrac{Z^2e^4}{\varepsilon^2}\dfrac{F}{4k^4}$, that is,

$$\boxed{\frac1{\tau(k)}=\frac{NZ^2e^4m}{8\pi\varepsilon^2\hbar^3k^3}\left[\ln(1+b)-\frac b{1+b}\right],\qquad b=\frac{4k^2}{q_s^2}}\tag{3}$$

**Slow carriers, $b\ll1$.** Here $F=(b-b^2/2)-(b-b^2)+\dots\approx b^2/2$, and (3) gives $1/\tau=NZ^2e^4mk/(\pi\varepsilon^2\hbar^3q_s^4)$. This is (1) with the constant $|V|=Ze^2/\varepsilon q_s^2$ and $\int_0^2x\,dx=2$: a long wave sees a point scatterer.

**Fast carriers, $b\gg1$.** Here $F\approx\ln b-1$. The divergence of Section 1 has become a logarithm that grows without bound as $q_s\to0$. Apart from it, $\tau\propto k^3\propto E^{3/2}$.

## 4. From one carrier to a distribution

So far $1/\tau$ is the momentum loss of a single beam. For a current we need the distribution $f=f_0(E)+f_1$ in a weak field $\mathcal E$. In a steady uniform state the linearized Boltzmann equation is

$$\pm\frac{e\boldsymbol{\mathcal E}}{\hbar}\cdot\nabla_{\mathbf k}f_0=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\,[f_1(\mathbf k')-f_1(\mathbf k)].$$

Blocking factors drop out because $W$ is symmetric and $f'(1-f)-f(1-f')=f'-f$. The $f_0$ terms cancel because $E'=E$.

Try $f_1=g(E)\cos\theta$, with $\theta$ the angle between $\mathbf k$ and the field. If $\varphi$ is the azimuth of $\mathbf k'$ about $\mathbf k$, then

$$\cos\theta'=\cos\theta\cos\alpha+\sin\theta\sin\alpha\cos\varphi .$$

$W$ does not depend on $\varphi$, so the second term integrates to zero. The right side becomes $-g\cos\theta\sum_{\mathbf k'}W(1-\cos\alpha)=-f_1/\tau$, with the same $\tau$ as in (3). On the left, $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,f_0'(E)$. Thus

$$f_1=\mp e\mathcal E\,\tau\,v_x f_0'(E),\qquad v_x=v\cos\theta .$$

The trial form solves this equation without further approximation. Carrier-carrier collisions would add terms that are left out here.

For nondegenerate carriers $f_0'=-f_0/k_BT$. The drift velocity is $\sum v_xf_1/\sum f_0$, and its magnitude divided by $\mathcal E$ is the mobility:

$$\mu=\frac{e}{k_BT}\langle v_x^2\tau\rangle .$$

By isotropy $v_x^2$ may be replaced by $v^2/3=2E/3m$. The density of states is proportional to $\sqrt E$. With $u=E/k_BT$,

$$\mu=\frac{2e}{3m}\,\frac{\int_0^\infty u^{3/2}\tau e^{-u}du}{\Gamma(3/2)}=\frac em\,\frac{\int_0^\infty u^{3/2}\tau e^{-u}du}{\Gamma(5/2)},\tag{4}$$

because $\Gamma(5/2)=\tfrac32\Gamma(3/2)$. A constant $\tau$ gives $\mu=e\tau/m$, as it should.

## 5. Freezing the logarithm at $3k_BT$

With $\hbar^3k^3=(2mE)^{3/2}=2\sqrt2\,m^{3/2}E^{3/2}$, equation (3) reads

$$\tau(E)=\frac{16\sqrt2\,\pi\varepsilon^2\sqrt m}{NZ^2e^4}\,\frac{E^{3/2}}{F(b)},\qquad b=\frac{8mE}{\hbar^2q_s^2}.$$

The integrand in (4) is then proportional to $u^3e^{-u}/F$. The numerator has its maximum where $3/u-1=0$, at $E=3k_BT$. For large $b$ the factor $F$ varies slowly there, so replace it by its value at

$$b_3=\frac{24mk_BT}{\hbar^2q_s^2}.$$

What remains is $\Gamma(4)/\Gamma(5/2)=6/(3\sqrt\pi/4)=8/\sqrt\pi$, and $16\sqrt2\,\pi\cdot8/\sqrt\pi=128\sqrt{2\pi}$. Hence

$$\boxed{\mu=\frac{128\sqrt{2\pi}\,\varepsilon^2(k_BT)^{3/2}}{NZ^2e^3\sqrt m\,\left[\ln(1+b_3)-b_3/(1+b_3)\right]}}\tag{5}$$

How good is the replacement? Let $L=\ln b_3-1\gg1$. At energy $uk_BT$ we have $F\approx L+w$ with $w=\ln(u/3)$, and

$$\frac1{L+w}=\frac1L-\frac w{L^2}+\frac{w^2}{L^3}-\dots$$

Average over the weight $u^3e^{-u}/6$. Since $\langle u^s\rangle=\Gamma(4+s)/\Gamma(4)$ generates the moments of $\ln u$, its mean is $\psi(4)$ and its variance $\psi'(4)$, where $\psi=(\ln\Gamma)'$. With $d=\psi(4)-\ln3=0.1575$ and $\psi'(4)=0.2838$,

$$\frac{\mu_{\rm full}}{\mu_{\rm frozen}}\approx1-\frac dL+\frac{d^2+\psi'(4)}{L^2}.\tag{6}$$

For large $L$ the energy $3k_BT$ is thus a convenient choice, not the best one: freezing at $u=e^{\psi(4)}\approx3.5$ would remove the first-order term. At moderate $b_3$ the order reverses: at $b_3=50$ the ratio of full to frozen mobility is $0.980$ for freezing at $u=3$ and $1.031$ for freezing at $u\approx3.5$.

In the opposite limit $b_3\ll1$, $F\approx(b_3u/3)^2/2$. The ratio becomes $\frac16\int_0^\infty u^3e^{-u}(9/u^2)\,du=3/2$, and freezing is then a poor approximation.

## 6. What is left of the $T^{3/2}$ law

The factor $T^{3/2}$ in (5) is the whole temperature dependence only if $F(b_3)$ is held constant. With (2), however,

$$b_3=\frac{24m\varepsilon(k_BT)^2}{\hbar^2ne^2}\propto T^2\quad\text{at fixed }n .$$

Heating makes the carriers faster and also weakens the screening. Both raise $b_3$ and strengthen the scattering relative to the pure power law. From $F'(b)=1/(1+b)-1/(1+b)^2=b/(1+b)^2$, at fixed $n$ and $N$,

$$p\equiv\frac{d\ln\mu}{d\ln T}=\frac32-\frac{2b_3F'(b_3)}{F(b_3)}=\frac32-\frac{2b_3^2}{(1+b_3)^2F(b_3)}.\tag{7}$$

For large $b_3$ this is $3/2-2/(\ln b_3-1)$, which approaches $3/2$ very slowly: at $b_3=10^6$ it is still only $1.34$. For small $b_3$, $p\to3/2-4=-5/2$. The full average has the same power in that limit, since $\tau\propto q_s^4E^{-1/2}$ contributes $T^{-2}\cdot T^{-1/2}$.

This small-$b_3$ power is a formal limit of the equations, not a law to expect in a sample. Let $a=4\pi\varepsilon\hbar^2/(me^2)$ be the effective Bohr radius. Nondegenerate carriers have $n\ll2(mk_BT/2\pi\hbar^2)^{3/2}$, and with (2) this gives $aq_s\ll\sqrt{b_3/(3\pi)}$. Small $b_3$ therefore means $aq_s\ll1$, whereas the Born approximation for slow carriers needs $aq_s\gg Z$.

## 7. Numbers for a model semiconductor

Take round parameters: $m=0.2$ electron masses, relative permittivity 12, $Z=1$, $n=N=10^{23}\ \mathrm{m^{-3}}$ and $T=300$ K. All impurities are assumed to be ionized at every temperature used below, and there is no compensation. This is an idealization for these parameters. An isolated hydrogenic impurity with binding energy $\hbar^2/2ma^2\approx19$ meV and spin degeneracy 2 would be only about 74 %, 86 % and 92 % ionized at 200, 300 and 400 K. With $n=N$ reduced accordingly in (2)–(4), the mobility rises by a factor 1.78 from 200 to 400 K instead of the 2.09 found below. Screening lowers the binding energy and lessens this shift.

Equation (2) gives $1/q_s=13.09$ nm, or $q_s=0.07637\ \mathrm{nm^{-1}}$. At $3k_BT=77.6$ meV the wave number is $k=0.6381\ \mathrm{nm^{-1}}$ and the speed $v=3.693\times10^5$ m/s. Then

$$b_3=4\left(\frac{0.6381}{0.07637}\right)^2\approx279,\qquad F=\ln280.2-\frac{279.2}{280.2}=4.639 .$$

The effective Bohr radius $a=4\pi\varepsilon\hbar^2/(me^2)=3.175$ nm shortens the arithmetic. Since $me^2/(\varepsilon\hbar^2)=4\pi/a$, equation (3) is $1/\tau=Nv\sigma$ with the transport cross-section

$$\sigma=\frac{2\pi Z^2F}{a^2k^4}=\frac{2\pi(4.639)}{(3.175)^2(0.6381)^4}\ \mathrm{nm^2}=17.4\ \mathrm{nm^2}.$$

This gives $1/\tau=6.44\times10^{11}\ \mathrm{s^{-1}}$, or $\tau=1.552$ ps. The average in (5) replaces $3^{3/2}$ by $8/\sqrt\pi$, so the mean time is $1.552\times8/(3^{3/2}\sqrt\pi)=1.348$ ps. Multiplication by $e/m$ gives

$$\mu_{\rm frozen}=1.186\ \mathrm{m^2/(V\,s)}=11\,860\ \mathrm{cm^2/(V\,s)} .$$

Numerical quadrature of (4) with the energy-dependent $F$ gives $11\,620\ \mathrm{cm^2/(V\,s)}$, a ratio of $0.980$ to the frozen value. Equation (6) with $L=4.63$ gives $1-0.034+0.014=0.980$.

The same quadrature at three temperatures, with $p$ from a numerical derivative of the full mobility, gives:

| $T$ (K) | $b_3$ | $F(b_3)$ | $\mu_{\rm full}$ (cm²/(V s)) | $p$ |
|---|---|---|---|---|
| 200 | 124 | 3.84 | 7640 | 0.99 |
| 300 | 279 | 4.64 | 11620 | 1.07 |
| 400 | 496 | 5.21 | 15940 | 1.12 |

Doubling $T$ from 200 to 400 K raises the mobility by a factor 2.09, whereas $T^{3/2}$ alone would give 2.83. In this model and range the mobility is closer to linear in $T$.

## 8. Where the result can fail

**Statistics.** At 300 K the ratio of $n$ to the effective band density $2(mk_BT/2\pi\hbar^2)^{3/2}$ is $0.045$. Evaluating $\partial n/\partial\zeta$ with the Fermi function gives $0.984$ times the Debye value of $q_s^2$. This raises $b_3$ by 1.6 % and $F$ by about 0.3 %, which lowers $\mu$ by about 0.3 %. The weight in (4) changes too. With $f_0\approx ze^{-u}-z^2e^{-2u}$ and $z\approx0.045$, the frozen numerator $\int u^3(-\partial f_0/\partial u)\,du=3\int u^2f_0\,du$ acquires the factor $1-z/8$ and the density $\int u^{1/2}f_0\,du$ the factor $1-z/2^{3/2}$, which raises $\mu$ by $z(2^{-3/2}-2^{-3})\approx1$ %. The two effects have opposite signs, and the net statistical correction is small here. On cooling at fixed $n$ the ratio of $n$ to the effective band density grows as $T^{-3/2}$, and the nondegenerate formulas (2) and (4) eventually fail.

**Independent ions.** At $3k_BT$ a carrier loses its forward momentum over a path $v\tau\approx570$ nm, but it is deflected many times on the way, mostly by small angles. The rarer large deflections still matter: those above $30^\circ$ have $y>b_3(1-\cos30^\circ)/2=18.7$ in the integral of Section 3, and they supply the fraction $1-F(18.7)/F(b_3)\approx0.56$ of the momentum loss. Leaving out the factor $x$ in (1) gives the rate of all scattering, which is larger than $1/\tau$ by the factor $b_3^2/[2(1+b_3)F]\approx30$. In the Born approximation the path between scatterings is thus only about 19 nm, or two wavelengths, and is comparable with the screening length of 13 nm. The potentials also overlap strongly: for random positions, $(4\pi/3)N/q_s^3\approx0.9$ other ions lie on average within one screening length of a given ion. Treating the ions one at a time is therefore an assumption of the model here, not a consequence of the long momentum path. Correlated ion positions would also change the phase sum of Section 1.

**The Born approximation.** Equation (3) contains $Z^2$ and cannot distinguish attraction from repulsion. To see what this costs, keep the screened potential but solve for the scattering without the Born approximation. The partial-wave amplitude is

$$f(\alpha)=\frac1k\sum_l(2l+1)a_lP_l(\cos\alpha),\qquad a_l=e^{i\delta_l}\sin\delta_l .$$

Using $(2l+1)\cos\alpha\,P_l=(l+1)P_{l+1}+lP_{l-1}$ and the orthogonality of the $P_l$,

$$\int|f|^2(1-\cos\alpha)\,d\Omega_\alpha=\frac{4\pi}{k^2}\sum_l\left[(2l+1)|a_l|^2-2(l+1)\,\mathrm{Re}\,a_l^*a_{l+1}\right].$$

Regrouping with $\sum_l(2l+1)|a_l|^2=\sum_l(l+1)(|a_l|^2+|a_{l+1}|^2)$ turns the bracket into $(l+1)|a_l-a_{l+1}|^2$. Since $a_l=(e^{2i\delta_l}-1)/2i$,

$$\sigma=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

The phase shifts follow from the radial equation

$$u_l''=\left[\frac{l(l+1)}{r^2}\pm\frac{2Z}{a}\frac{e^{-q_sr}}r-k^2\right]u_l ,$$

integrated by the Numerov method, with the upper sign for repulsion. At $3k_BT$ in the example, the ratio of this cross-section to the Born value is $0.99$ for attraction and $0.83$ for repulsion.

The good agreement for attraction is partly a cancellation. Half the difference of the two ratios, $+0.08$, is the part of the deviation that changes sign with the charge of the ion. The mean deviation, $-0.09$, is the part that does not. For attraction they nearly cancel, and for repulsion they add. With a fictitious charge $Z=1/4$ and the same $q_s$, the ratios are $1.02$ and $0.97$: the larger deviation has shrunk from 17 % to 3 %, while the attractive one has changed sign and grown from about 1 % to about 2 %.

The strength parameter $Z/(ka)$ is $0.49$ at $3k_BT$ for $Z=1$ and increases for slower carriers. At $0.6k_BT$ the ratios have dropped to $0.89$ for attraction and $0.52$ for repulsion, but such slow carriers have little weight in (4). With phase-shift cross-sections in the thermal average, the mobility at 300 K is about 1 % above the Born value for attraction and about 21 % above it for repulsion, and the rise from 200 to 400 K is a factor 2.09 and 1.76 respectively. Carrier-carrier collisions, which for $n=N$ are about as frequent as collisions with ions, conserve the total momentum but move it between fast and slow carriers, and so change a mobility built on an energy-dependent $\tau$; the model leaves them out, although in the classical kinetic theory of a plasma with $n=N$, $Z=1$ and equal Coulomb logarithms they reduce the mobility to about $0.58$ of its value without them. The value $1.2\times10^4\ \mathrm{cm^2/(V\,s)}$ is thus the result of the model, not a two-figure prediction for a real sample. It is also a mobility limited by impurities alone: lattice vibrations, left out here, lower it further.

Numerical values quoted here were computed with a short program.
